# Elastic Image Energies and Buckling of a Flat Membrane with a Defect

## What dimensions fix

A point defect in a sheet acts on distant material through a dipole tensor $P_{ij}$, which is an energy. Two-dimensional elastic moduli are energies per area. Two defects at distance $r$, with no other length available, can therefore interact only as $P^2/(\text{modulus}\times r^2)$. A defect in a periodic cell of area $A$ has, for a given cell shape, an image energy proportional to $P^2/(\text{modulus}\times A)$.

Buckling brings in the bending rigidity $D$, also an energy. A compressive stress $N$ is an energy per area, so the threshold of a pristine cell scales as $D/A$. The mean stress caused by one defect per cell scales as $P/A$. Their ratio, $P/D$, does not fall as the cell grows. Angular factors, signs and the influence of the core remain to be derived.

## Setting and theorem

The sheet is isotropic, with Lamé moduli $\lambda,\mu$, where $\mu>0$ and $\lambda+\mu>0$. Put $M=\lambda+2\mu$. Hartree atomic units are used. The defect is mirror-symmetric in the sheet plane and couples linearly to strain:

$$E=\int\!\left[\tfrac{\lambda}{2}(\mathrm{tr}\,\varepsilon)^2+\mu\,\varepsilon_{ij}\varepsilon_{ij}\right]d^2r-P_{ij}\!\int\!\rho\,\varepsilon_{ij}\,d^2r .$$

Here $P=\mathrm{diag}(p+q,\,p-q)$, and $\rho\ge0$ is a circular core density with unit integral and Fourier transform $g(k)$, so $g(0)=1$. Positive $p$ describes a defect that pushes the sheet outward. "Clamped" means that the cell vectors are held fixed: at those of the pristine, unstressed lattice for the image energy, and at uniformly compressed ones for buckling.

**Theorem.** Within this model:

1. At distances large compared with the core, two equal defects separated by $r$ at angle $\theta$ to the $x$ axis interact by
$$W=\frac{1}{\pi r^2}\left[\frac{2pq}{M}\cos2\theta+\left(\frac1\mu-\frac1M\right)q^2\cos4\theta\right].$$

2. To leading order in $1/A$, the clamped-cell energy minus the isolated-defect energy is
$$\Delta E_{\rm cl}=\frac1{2A}\Big[f_0+A\sum_{R\ne0}W(R)\Big],\qquad f_0=\frac{p^2}{M}+\frac{q^2}{2}\left(\frac1\mu+\frac1M\right),$$
with the lattice sum taken with a wide circular cutoff. A stress-free cell has the further energy $-\frac1{2A}\left[\frac{p^2}{\lambda+\mu}+\frac{q^2}{\mu}\right]$.

3. A pristine clamped cell under equal biaxial compression buckles at $N_c=Dk_{\min}^2$, where $k_{\min}$ is its shortest nonzero reciprocal vector. With a defect, for every reciprocal vector $k\neq0$,
$$N_c\le Dk^2-\hat k_iP_{ij}\hat k_j/A .$$

## Lemma 1: relaxation and pair energy

Write $u(r)=\int\frac{d^2k}{(2\pi)^2}u(k)e^{ik\cdot r}$ and split $u(k)=u_L\hat k+u_T\hat t$, with $\hat t\perp\hat k$. The strain is $\varepsilon_{ij}(k)=\frac i2(k_iu_j+k_ju_i)$, so

$$|\mathrm{tr}\,\varepsilon|^2=k^2|u_L|^2,\qquad \varepsilon_{ij}^*\varepsilon_{ij}=\tfrac12k^2\left(2|u_L|^2+|u_T|^2\right).$$

The elastic energy per mode is thus $\frac12k^2(M|u_L|^2+\mu|u_T|^2)$. The defect term is $-ikg\left[(\hat kP\hat k)u_L+(\hat tP\hat k)u_T\right]$. Minimizing gives

$$u_L=-\frac{ig\,\hat kP\hat k}{kM},\qquad u_T=-\frac{ig\,\hat tP\hat k}{k\mu}.$$

At the minimum the linear term is minus twice the quadratic one, hence

$$E_{\rm iso}=-\frac12\int\!\frac{d^2k}{(2\pi)^2}g^2f,\qquad f=\frac{(\hat kP\hat k)^2}{M}+\frac{(\hat tP\hat k)^2}{\mu}.$$

For $\hat k=(\cos\phi,\sin\phi)$ one has $\hat kP\hat k=p+q\cos2\phi$ and $\hat tP\hat k=-q\sin2\phi$. Replacing the squares by double angles gives $f=f_0+f_2+f_4$, with $f_0$ as in the theorem and

$$f_2=\frac{2pq}{M}\cos2\phi,\qquad f_4=-\frac{q^2}{2}\left(\frac1\mu-\frac1M\right)\cos4\phi .$$

Two defects replace $g^2$ by $g^2|1+e^{-ik\cdot r}|^2=g^2(2+2\cos k\cdot r)$. The cross term is the interaction:

$$W(r)=-\int\!\frac{d^2k}{(2\pi)^2}g^2f\,e^{ik\cdot r}.$$

Far from the core, set $g=1$. The constant $f_0$ then gives a delta function, which vanishes for $r\ne0$. For the other harmonics,

$$\int_0^{2\pi}\!d\phi\,e^{in\phi}e^{ikr\cos(\phi-\theta)}=2\pi i^nJ_n(kr)e^{in\theta}.$$

The radial integral needed is $I_n=\int_0^\infty xJ_n(x)\,dx$, understood with a factor $e^{-\eta x}$ and $\eta\to0$. From $J_{n-1}-J_{n+1}=2J_n'$, integration by parts and $\int_0^\infty J_n\,dx=1$, it follows that $I_{n+1}=I_{n-1}+2$. Since $I_0=0$, $I_2=2$ and $I_4=4$. The inverse transform of $e^{in\phi}$ is therefore $i^n n\,e^{in\theta}/(2\pi r^2)$, and

$$W=-\frac{-2f_2(\theta)+4f_4(\theta)}{2\pi r^2}=\frac{f_2(\theta)-2f_4(\theta)}{\pi r^2},$$

which is part 1. $\square$

**Remark.** The interaction has zero angular mean. For an isotropic dipole, $q=0$, it vanishes outside the cores. The next lemma shows that the $1/A$ error survives even then.

## Lemma 2: from pair energies to a cell

In a clamped cell the integral over $k$ becomes a sum. The term $k=0$ is absent because the mean strain is zero:

$$E_{\rm cell}=-\frac1{2A}\sum_{k\ne0}g^2f .$$

Now sum the core-smoothed $W$ over all lattice vectors, including $R=0$, with a circular cutoff of radius $R_0$. By Poisson summation this is $1/A$ times a sum over reciprocal vectors of the transform of $W$ times the cutoff. Multiplication by the cutoff averages $-g^2f$ over a circular neighbourhood of width about $1/R_0$. As $R_0\to\infty$ this returns $-g^2f$ at $k\ne0$. At $k=0$, where $f$ depends on the direction of approach, it returns the angular mean $-f_0$. Hence

$$\sum_RW(R)=-\frac1A\Big[f_0+\sum_{k\ne0}g^2f\Big]=-\frac{f_0}{A}+2E_{\rm cell}.$$

The term $R=0$ is $W(0)=2E_{\rm iso}$. Therefore

$$E_{\rm cell}-E_{\rm iso}=\frac12\sum_{R\ne0}W(R)+\frac{f_0}{2A}.$$

For a smooth compact core, $g^2=1+O(k^2)$. This changes $W$ at order $R^{-4}$ and the energy at order $A^{-2}$, which proves the clamped formula. $\square$

**Cell shape.** Rotation by $\alpha$ multiplies a lattice sum of $e^{in\theta}/R^2$ by $e^{in\alpha}$. If the rotation maps the lattice to itself, the sum vanishes unless $n\alpha$ is a multiple of $2\pi$. In a hexagonal cell ($\alpha=60^\circ$) both harmonics vanish and $\Delta E_{\rm cl}=f_0/(2A)$. In a square cell ($\alpha=90^\circ$) the $4\theta$ term can survive. In a rectangular cell both can.

**Stress-free cell.** Add a homogeneous strain $\mathrm{diag}(e+d,\,e-d)$. Its elastic cross term with the periodic strain integrates to zero, so its energy is separate:

$$A\left[2(\lambda+\mu)e^2+2\mu d^2\right]-2pe-2qd .$$

The minimum lies at $e=p/[2A(\lambda+\mu)]$ and $d=q/(2A\mu)$. Its value is $-\frac1{2A}[p^2/(\lambda+\mu)+q^2/\mu]$, as stated in part 2. For $q=0$ the two cases are

$$\Delta E_{\rm cl}=\frac{p^2}{2AM},\qquad \Delta E_{\rm free}=-\frac{\mu p^2}{2AM(\lambda+\mu)}.$$

The signs differ: clamping suppresses a mean expansion, while full release lets the periodic array expand as a whole. Both energies approach the same isolated limit.

## Lemma 3: stability against ripples

For a height $h(r)$ the in-plane strain becomes $\varepsilon_{ij}=\frac12(\partial_iu_j+\partial_ju_i+\partial_ih\,\partial_jh)$. Assume that the defect couples to this full strain and does not alter $D$ locally. Expand about the relaxed flat state. Terms linear in a further periodic displacement vanish by equilibrium, and the displacement induced by $h$ is of order $h^2$, so it changes the energy only at order $h^4$. To second order,

$$E_2=\frac12\int\left[D(\nabla^2h)^2+\sigma_{ij}\partial_ih\,\partial_jh\right]d^2r .$$

The stress $\sigma$ includes the direct defect term $-P_{ij}\rho$. In a pristine cell $\sigma_{ij}=-N\delta_{ij}$, and each ripple costs an energy proportional to $Dk^4-Nk^2$. The first to become unstable has the shortest $k$, so $N_c=Dk_{\min}^2$. For a square cell $k_{\min}=2\pi/L$ and $N_cA=4\pi^2D=39.48D$. For a hexagonal cell $k_{\min}=4\pi/(\sqrt3L)$ and $A=\sqrt3L^2/2$, giving $N_cA=8\pi^2D/\sqrt3=45.59D$. A biaxial compressive strain $e_c$ produces $N=2(\lambda+\mu)e_c$.

With a defect the mean stress gains $-P_{ij}/A$. At $Q\ne0$, equilibrium requires $Q_i\sigma_{ij}(Q)=0$. A symmetric $2\times2$ tensor with this property is $s\,\hat t\hat t$, with $\hat t\perp\hat Q$. The strain has no $\hat t\hat t$ component, and by Lemma 1 its trace is $g\,\hat QP\hat Q/(MA)$. Thus

$$s(Q)=\frac{g(Q)}{A}\left[\frac{\lambda}{M}\hat QP\hat Q-\hat tP\hat t\right].$$

Ripples $k$ and $k'$ couple through $Q=k-k'$. Because $k\cdot\hat t=k'\cdot\hat t=(k\times k')/Q$, the coupling is

$$k_i\sigma_{ij}(Q)k'_j=s(Q)\frac{(k\times k')^2}{Q^2}.$$

A real ripple $h_0\cos(k\cdot r+\varphi)$ contains only $k$ and $-k$, whose cross product is zero. It therefore feels only the mean stress:

$$E_2=\frac{Ah_0^2k^2}{4}\left[Dk^2-N-\frac{\hat kP\hat k}{A}\right].$$

Once this is negative the flat sheet is unstable, which proves part 3. It is a bound because a mixture of ripples may become unstable earlier. $\square$

## A sharper bound for a square cell

Let the principal axes of $P$ lie along the cell edges. The best single ripple among the shortest ones gives $N_cA\le4\pi^2D-p-|q|$. Now mix $k=(\pm k_{\min},0)$ with $k'=(0,\pm k_{\min})$. Each pair has $Q^2=2k_{\min}^2$ and $(k\times k')^2=k_{\min}^4$, while $\hat QP\hat Q=\hat tP\hat t=p$. Since $1-\lambda/M=2\mu/M$,

$$s=-\frac{c\,g_s}{A},\qquad c=\frac{2\mu p}{M},\quad g_s=g(\sqrt2\,k_{\min}).$$

Divide by $k_{\min}^2$, so that eigenvalues are compared with $N$. Each pair then couples by $-cg_s/(2A)$. The normalized cosines along $x$ and $y$ collect four such pairs with weight $1/2$, so they couple by $-cg_s/A$. The defect matrix is

$$-\frac1A\begin{pmatrix}p+q&cg_s\\cg_s&p-q\end{pmatrix},$$

whose lowest eigenvalue gives

$$N_cA\le4\pi^2D-p-\sqrt{q^2+c^2g_s^2}.$$

By degenerate perturbation theory this is the threshold to first order in $P$, since longer reciprocal vectors enter at second order.

**Two other cases.** For an isotropic contracting defect, $p<0$, the first-order shift is $|p|(1-2\mu g_s/M)$. To this order the defect stabilizes the sheet if $\lambda>0$. Higher orders can reverse the effect when the defect is strong and the cell large. If the cell is instead released until its mean stress vanishes, the diagonal defect terms disappear. The same mixture still buckles when $|c|g_s>4\pi^2D$, so zero mean stress does not guarantee a flat sheet. This condition is sufficient, not sharp: admitting longer reciprocal vectors can only lower the dipole needed.

## The isolated isotropic defect

Let $q=0$ and $p>0$ in an infinite sheet. The stress has trace $-c\rho$. Radial equilibrium, $(r\sigma_{rr})'=\sigma_{\theta\theta}$, gives $(r^2\sigma_{rr})'=-c\rho r$, hence

$$\sigma_{rr}=-\frac{c\,m(r)}{2\pi r^2},\qquad m(r)=2\pi\int_0^r\rho r'dr'\le1 .$$

Consider axisymmetric ripples inside a disc of radius $R$, with slope $v=h'(r)$ zero at the centre and edge. The cross term in $(v'+v/r)^2$ integrates to zero. With $t=\ln r$,

$$E_2=\pi D\int dt\left[\dot v^2+(1-Sm)v^2\right],\qquad S=\frac{c}{2\pi D}=\frac{\mu p}{\pi DM}.$$

If $S\le1$ the integrand is nonnegative and no axisymmetric ripple is unstable. If $S>1$, a half sine wave in $t$ outside the core lowers the energy once its length exceeds $\pi/\sqrt{S-1}$. The axisymmetric limit is therefore

$$p_*=\pi DM/\mu .$$

Other ripple shapes have not been excluded below $p_*$, so for a general ripple this is an upper bound.

The approach to the limit is slow. At $S=1$ the slope obeys $\ddot v=(1-m)v$. Starting as $e^t$, it grows and becomes linear in $t$ outside the core, extrapolating to zero at some $t=\ln r_0$. For $S$ slightly above 1 the outer solution is $\sin[\sqrt{S-1}(t-\ln r_0)]$. Zero edge slope then requires

$$S\simeq1+\frac{\pi^2}{\ln^2(R/r_0)} .$$

For a Gaussian core of width $a$, a finite-difference solution in $t$ gives $S=1.314$, $1.023$ and $1.006$ at $\ln(R/a)=5$, $20$ and $40$. Even a disc about 150 core widths in radius has a threshold 31% above the limit.

## Worked example

Take the round model values $\lambda=0.04$ and $\mu=0.10$ hartree/bohr², so $M=0.24$ hartree/bohr². Let $D=0.05$, $p=0.30$ and $q=0.10$ hartree. The core is Gaussian, $g(k)=e^{-k^2a^2/2}$, with $a=2$ bohr.

At $r=10$ bohr and $\theta=0$, the far-field formula of part 1 gives

$$W=\frac{0.2500+0.0583}{100\pi}=9.81\times10^{-4}\ \text{hartree}.$$

At $\theta=90^\circ$ the first term changes sign and $W=-6.10\times10^{-4}$ hartree. Repulsion along one axis coexists with attraction along the other. These are point-core values, and five core widths is not yet very far. With $g^2\simeq1-a^2k^2$ and $\int_0^\infty x^3J_4(x)\,dx=48$, regularized as before, the core multiplies the $\cos4\theta$ term by $1-12a^2/r^2=0.52$. The Gaussian tails, still visible at this distance, add a smaller correction. Integrating $g^2f$ in full gives $8.66\times10^{-4}$ and $-7.03\times10^{-4}$ hartree, so the two point-core values are off by 12% and 15%.

For the image energy, $f_0=0.3750+0.0708=0.4458$ hartree bohr². Direct summation over a square lattice, with cutoff $e^{-(R/25L)^4}$, gives $A\sum_{R\ne0} W=0.0466$ hartree bohr². Hence

$$A\Delta E_{\rm cl}=\tfrac12(0.4458+0.0466)=0.2462\ \text{hartree bohr}^2 .$$

Strain release adds $-\frac12(0.6429+0.1000)=-0.3714$, leaving $-0.1252$ hartree bohr² for the stress-free cell. These coefficients give the energies to leading order in $1/A$. At $L=30$ bohr, division by 900 bohr² gives $2.74\times10^{-4}$ hartree (7.44 meV) clamped and $-1.39\times10^{-4}$ hartree ($-3.79$ meV) stress-free. At $L=60$ bohr these fall to 1.86 and $-0.95$ meV. Subtracting the appropriate value from a flat-cell energy removes the leading elastic size error.

For buckling, the pristine 30-bohr cell has $N_c=39.48\times0.05/900=2.19\times10^{-3}$ hartree/bohr². Division by $2(\lambda+\mu)=0.28$ hartree/bohr² gives a critical strain of 0.783%. The table adds the two bounds and the lowest eigenvalue found by diagonalizing $E_2$ in plane waves $k=2\pi(n_1,n_2)/L$ with $n_1^2+n_2^2\le14^2$. Entries are compressive strains in percent.

| $L$ (bohr) | pristine | one ripple | four ripples | full |
|---|---|---|---|---|
| 20 | 1.76 | 1.41 | 1.32 | 1.26 |
| 30 | 0.783 | 0.625 | 0.572 | 0.534 |
| 40 | 0.441 | 0.351 | 0.318 | 0.292 |
| 60 | 0.196 | 0.156 | 0.140 | 0.126 |

The full threshold is 72% of the pristine one at 20 bohr and 64% at 60 bohr. The defect's relative effect thus grows with the cell. The reason lies in the couplings. Here
$$s(Q)A/g=-0.250+0.117\cos2\phi_Q<0\quad\text{(hartree)},$$
where $\phi_Q$ is the angle of $Q$. All couplings between different ripples are therefore nonpositive, and the lowest state can be chosen with nonnegative amplitudes, which puts a crest on the defect. For fixed $n_1,n_2$, increasing $L/a$ raises $g$ and strengthens these couplings, so $N_cA$ falls.

An isotropic defect can also buckle a clamped cell with no applied strain. Diagonalization with $n_1^2+n_2^2\le16^2$ gives the required $p$ as 0.94, 0.71 and 0.60 hartree for $L=20$, 40 and 80 bohr. The mean-stress estimate is $4\pi^2D=1.97$ hartree, and the isolated axisymmetric limit is $p_*=0.377$ hartree. These data do not settle the large-cell limit.

## Where the result stops

The image formula assumes a flat, harmonic sheet and a cell large compared with the core. It covers the elastic interaction only. The electrostatic image energy of a charged defect, which decays more slowly than $1/A$, the overlap of defect states between cells, and piezoelectric coupling are separate errors. An isotropic dipole with a Gaussian core strains the core centre by about $|p|/(4\pi a^2M)$, which is 5–8% for the self-buckling dipoles above. There anharmonicity and a local change of $D$ matter in a real sheet, so those thresholds describe the model and not a particular material. Beyond the buckling threshold, a flat calculation follows an unstable state. Mirror symmetry makes the out-of-plane forces vanish there, so relaxation started from a perfectly flat geometry need not reveal the instability. A small out-of-plane displacement or the out-of-plane force constants can reveal it. In the worked example the softest ripple has a crest at the defect. Other dipoles may favour a different shape, so a displacement without any symmetry is the safer start. If the sheet buckles, its energy contains a bending and stretching contribution that the flat image correction does not describe.
